# Ferroelectric transistor: memory window from the loop, interlayer field from the load line

**Question**

I am trying to get the memory window of a ferroelectric transistor from its hysteresis loop, and I am stuck on the role of the polarization. I was told that the window cannot exceed \(2E_ct_F\), which contains no polarization, and that the thin interlayer under the ferroelectric sees a field "\(P/\epsilon\)" which limits endurance. How do both follow from one loop and a load line?

My model stack has a 10 nm ferroelectric (relative permittivity 30) on a 1 nm interlayer (3.9) and a p-type semiconductor (12, with \(10^{17}\) acceptors per cm³). The saturation polarization is 20 µC/cm². The domains switch at fields spread uniformly between 0.05 and 0.15 V/nm. Threshold is at a surface potential of 0.80 V. What window do I get if the interlayer field must stay at 1 V/nm, and what does complete switching cost?

**Answer**

The same loop is used at two different places. Reading happens at small displacement, where the width of the loop matters. Writing happens at the loop tip, where its height matters.

**The load line**

Let \(D\) be the displacement pointing from the gate towards the semiconductor. With no charge trapped between the layers, Gauss's law makes \(D\) the same in both:

\[
D=\epsilon_FE+P=\epsilon_IE_I .
\]

Here \(E\) is the field in the ferroelectric, \(\epsilon_F\) its linear permittivity, and \(E_I\) the interlayer field. With zero flat-band voltage, the potential drops add up to

\[
V_G=\psi+\frac{D\,t_I}{\epsilon_I}+E\,t_F ,
\]

where \(\psi\) is the semiconductor surface potential. Define the stack voltage \(V=V_G-\psi\) and \(C=\epsilon_I/t_I\). Solving for \(D\) gives the load line

\[
D=C\,(V-E\,t_F).
\]

It falls with \(E\), while each branch of the loop rises, so they cross once.

I use V, nm and µC/cm². Then \(\epsilon_F=26.563\) and \(\epsilon_I=3.453\) µC/cm² per V/nm.

**The loop**

Treat the ferroelectric as independent two-state domains. A domain with threshold \(e>0\) switches up at \(+e\) and down at \(-e\). Let \(F(E)\) be the fraction with \(e<E\), so \(F=0\) for negative \(E\). Switching is quasi-static, and the field is cycled between \(\pm E_m\).

A fraction \(s=F(E_m)\) takes part. The rest stays half up and half down, as in the unpoled film, and contributes nothing. Coming up from \(-E_m\), a fraction \(F(E)\) has switched up and \(s-F(E)\) is still down. The ascending branch is therefore

\[
P=P_s\{F(E)-[s-F(E)]\}=P_s[2F(E)-s].
\]

At the tip this gives \(P=sP_s\). The descending branch follows by inverting both axes. If \(E_a(D)\) is the field on the ascending branch at displacement \(D\), the descending branch has \(E_d(D)=-E_a(-D)\).

**The window**

At threshold, \(\psi=\psi_T\) is fixed, and so is the semiconductor charge. For a depletion layer of width \(W\), \(D=qNW\) and \(\psi=qNW^2/(2\epsilon_S)\). Eliminating \(W\) gives

\[
D_T=\sqrt{2\epsilon_SqN\psi_T}=0.165\ \text{µC/cm}^2 .
\]

After a negative write the device approaches the read voltage on the ascending branch; after a positive write, on the descending one. This assumes the gate moves monotonically from the write voltage to the read voltage; a rest at a voltage beyond the threshold puts the film on an inner loop if it switches some domains back. The two thresholds are

\[
V_T^{\rm high}=\psi_T+\frac{D_T}{C}+t_FE_a(D_T),\qquad
V_T^{\rm low}=\psi_T+\frac{D_T}{C}-t_FE_a(-D_T).
\]

At a read voltage between them, the transistor is on after a positive write and off after a negative one. The first two terms cancel in the difference:

\[
\boxed{\,M=t_F\,[E_a(D_T)+E_a(-D_T)]\,}
\]

The window is \(t_F\) times the horizontal width of the \(D\)–\(E\) loop at height \(D_T\). The interlayer enters only through the switched fraction \(s\) that a given write achieves. This requires \(D_T\) to be smaller than the displacement at the tip.

**Why \(2E_ct_F\) is a ceiling**

Write \(E_1=E_a(D_T)\) and \(E_2=E_a(-D_T)\). The two crossing conditions are

\[
\epsilon_FE_1+P_s[2F(E_1)-s]=D_T,\qquad
\epsilon_FE_2+P_s[2F(E_2)-s]=-D_T .
\]

Add them, so that \(D_T\) drops out, and divide by \(2P_s\):

\[
F(E_1)+F(E_2)=s-\frac{\epsilon_F(E_1+E_2)}{2P_s}<1 .
\]

The inequality holds because \(s\le1\) and a positive window means \(E_1+E_2>0\). Now suppose the thresholds are spread symmetrically about \(E_c\), so that \(1-F(E_2)=F(2E_c-E_2)\). Then

\[
F(E_1)<F(2E_c-E_2).
\]

Since \(F\) never decreases, \(E_1<2E_c-E_2\), and hence

\[
M=t_F(E_1+E_2)<2E_ct_F .
\]

For your stack the ceiling is \(2\times0.100\times10=2.0\) V. The proof assumes a symmetric spread and no trapped charge that differs between the two states.

**Your uniform spread**

With \(E_c=0.100\) and half-width \(w=0.050\) V/nm, \(F=(E-E_c+w)/(2w)\) inside the spread. On this steep part of the ascending branch,

\[
\epsilon_FE+P_s\left[\frac{E-E_c+w}{w}-s\right]=D .
\]

Multiply by \(w\) and collect \(E\):

\[
E_a(D)=\frac{Dw+P_s[E_c-w(1-s)]}{P_s+\epsilon_Fw}.
\]

The terms in \(\pm D_T\) cancel in the sum, leaving

\[
M=\frac{2t_F[E_c-w(1-s)]}{1+\epsilon_Fw/P_s}.
\]

Both crossings lie on the steep part if its lower corner, at \(E=E_c-w\), is below \(-D_T\). That means \(sP_s>\epsilon_F(E_c-w)+D_T\).

If instead \(sP_s+D_T<\epsilon_F(E_c-w)\), both crossings lie where no domain has yet switched back. There \(D=\epsilon_FE-sP_s\), so \(M=2t_FsP_s/\epsilon_F\), and polarization does control the window. Between these cases there is one crossing on each part.

Thus polarization is needed to open the window, but it does not raise the ceiling. The ceiling is approached when both crossings lie on the steep part, \(sP_s>\epsilon_F(E_c-w)+D_T\), and in addition \(w(1-s)\ll E_c\) and \(\epsilon_Fw\ll P_s\).

**The write point**

During writing, the load line meets the loop tip, where \(D=\epsilon_FE_m+sP_s\). For partial switching,

\[
C(V-E_mt_F)=\epsilon_FE_m+\frac{P_s(E_m-E_c+w)}{2w},
\]

and collecting \(E_m\) gives

\[
E_m=\frac{CV+P_s(E_c-w)/(2w)}{\epsilon_F+Ct_F+P_s/(2w)} .
\]

The interlayer field at that moment is

\[
\boxed{\,E_I=\frac{sP_s+\epsilon_FE_m}{\epsilon_I}\,}
\]

So "\(P/\epsilon\)" is its polarization part, with the permittivity of the interlayer in the denominator. The linear response of the ferroelectric adds the rest.

**Write limited to 1 V/nm**

The limit fixes \(D=3.453\) µC/cm². Insert \(E_m=E_c-w+2ws\) into the tip condition and solve for \(s\):

\[
s=\frac{\epsilon_IE_I-\epsilon_F(E_c-w)}{P_s+2\epsilon_Fw}
=\frac{3.453-1.328}{20+2.656}=0.0938 .
\]

The switched polarization is \(sP_s=1.876\) µC/cm². It exceeds \(1.328+0.165=1.493\), so the steep formula applies:

\[
M=\frac{20\,[0.100-0.050(1-0.0938)]}{1+1.328/20}=1.03\ \text{V}.
\]

The thresholds are 1.365 V and 0.339 V. Both are positive, so a rest at grounded gate after the positive write goes beyond the low threshold and puts the film on an inner loop; this raises the low threshold by about 0.015 V. The write field is \(E_m=0.0594\) V/nm, so the stack voltage is \(1.0\times1+0.0594\times10=1.59\) V. Adding the surface potentials gives gate pulses of about \(+2.64\) and \(-1.84\) V. They are unequal because one drives the semiconductor into inversion and the other into accumulation. These surface potentials use Boltzmann statistics and neglect quantum confinement.

About 9% of the domains thus give 51% of the ceiling. The switched polarization is large enough to put both crossings on the steep part, where the field is at least \(E_c-w\); in the steep formula this term alone gives \(20\times0.050/1.0664=0.94\) V of the 1.03 V. With fewer switched domains the crossings leave the steep part and the window falls towards \(2t_FsP_s/\epsilon_F\).

**Complete switching**

Now \(s=1\) and \(E_m=0.150\) V/nm:

\[
M=\frac{2.0}{1.0664}=1.88\ \text{V},\qquad
E_I=\frac{20+26.563\times0.150}{3.453}=6.95\ \text{V/nm}=69.5\ \text{MV/cm}.
\]

Of this field, 5.79 V/nm is \(P_s/\epsilon_I\) and 1.15 V/nm is the linear part. The stack voltage is 8.45 V. Compared with the limited write, the window grows by a factor of 1.8 and the interlayer field by a factor of 6.9.

The large field belongs to the write pulse. At zero stack voltage (that is, \(V_G=\psi\), not a grounded gate) the load line is \(D=-Ct_FE\). Put \(E=-x\) on the descending branch with \(s=1\):

\[
Ct_Fx=-\epsilon_Fx+P_s\left(2-\frac{x}{w}\right)
\;\Rightarrow\;
x=\frac{2P_s}{\epsilon_F+Ct_F+P_s/w}=0.0868\ \text{V/nm}.
\]

Here I used \(E_c=2w\), which holds for your numbers. The interlayer field is then \(xt_F/t_I=0.87\) V/nm. The depolarizing field has switched part of the film back, leaving \(P=5.3\) µC/cm².

**What the field does to endurance**

The field tilts the interlayer barrier and makes tunnelling easier. For barrier height \(\phi\), measured from the electron's energy at the entrance face, and electron mass \(m\), the WKB exponent is

\[
S=\frac{2}{\hbar}\int\sqrt{2m(\phi-qE_Ix)}\,dx
=\frac{4\sqrt{2m}}{3\hbar qE_I}\left[\phi^{3/2}-\phi_{\rm end}^{3/2}\right].
\]

The integral runs over the forbidden part of the interlayer, and \(\phi_{\rm end}=\max(\phi-qE_It_I,0)\). Take \(\phi=3.0\) eV and half the free-electron mass as round parameters. Then \(S\) falls from 11.44 at the limited write to 3.61 at complete switching, which suggests a factor \(e^{7.83}\approx2500\) in transmission.

A direct solution of the Schrödinger equation, for electrons arriving with 0.2 eV of kinetic energy, gives \(2.0\times10^{-5}\) and \(3.7\times10^{-2}\), a factor of about 1800. These transmissions exceed \(e^{-S}\) by factors of about 1.9 and 1.4. The bare exponent omits this prefactor. The prefactor depends on the assumed kinetic energy, but in nearly the same way at both fields: the ratio stays between about 1700 and 1900 for kinetic energies from 0.05 to 3 eV. It is much more sensitive to the barrier parameters, running from about 960 to 2300 for \(\phi=2.5\) to \(3.5\) eV and from about 860 to 3300 for masses of 0.4 to 0.6 free-electron masses. The ratio should therefore be read only as of order \(10^{3}\). The model treats the far side as a free-electron region, so it estimates barrier transparency and not the device current.

This does not yet give a number of cycles. If the interlayer fails after a fixed injected charge, and the electron supply and pulse length are unchanged, the lifetime falls by the same factor. That damage law is an empirical assumption.

There is also a limit to the electrostatics. Thick silicon dioxide films break down at roughly 1 V/nm. Nanometre-thin layers under short pulses tolerate more, but 7 V/nm is still not a credible operating field for such a layer. Either the film switches partially, or injected charge \(\sigma\) collects at the interface and changes Gauss's law to

\[
\epsilon_IE_I=\epsilon_FE+P+\sigma .
\]

Holding the interlayer at 1 V/nm at the peak of a complete write, \(E=0.150\) V/nm, would need \(\sigma=3.45-23.98=-20.5\) µC/cm², which nearly cancels the polarization. If such electrons remain during reading, threshold requires \(\epsilon_FE+P=D_T-\sigma\), which is larger than \(D_T\). The low threshold then moves up. If the negative write removes these electrons, the high threshold does not move with it, and the window shrinks.

The numerical check switches individual domains with gate pulses and finds the on/off boundaries directly. In eight cases with a uniform spread, its windows agree with the formulas above to within 0.2 mV.

## Computed results

```
ferroelectric thickness tF = 10.0 nm, interlayer tI = 1.0 nm
relative permittivities: ferroelectric 30.0, interlayer 3.9
relative permittivity of semiconductor = 12.0
eF = 26.563, eI = 3.453 uC/cm2 per V/nm
Ps = 20.0 uC/cm2
Ec = 0.100 V/nm, half-width w = 0.050 V/nm
acceptor density = 1.0e+17 per cm3, psiT = 0.80 V
threshold charge DT = 0.165 uC/cm2
ceiling 2 Ec tF = 2.000 V
stack voltage where switching starts = 0.885 V
write table: stack V (V), Em (V/nm), s, window (V), interlayer (V/nm)
  1.0  0.0515  0.0153  0.230  0.485
  1.5  0.0581  0.0814  1.014  0.919
  2.0  0.0648  0.1475  1.076  1.352
  4.0  0.0912  0.4120  1.324  3.088
  6.0  0.1177  0.6765  1.572  4.823
  8.0  0.1441  0.9411  1.820  6.559
LIMITED WRITE: interlayer field = 1.000 V/nm
  displacement = 3.453 uC/cm2
  switched fraction = 0.0938, Em = 0.0594 V/nm
  switched polarization s Ps = 1.876 uC/cm2
  steep-segment limit eF(Ec-w) = 1.328 uC/cm2
  stack voltage = 1.594 V
  gate write voltages = 2.640 V and -1.840 V
  thresholds = 1.365 V and 0.339 V
  window = 1.026 V (formula), 1.026 V (simulation)
  window / ceiling = 0.513
COMPLETE SWITCHING: stack voltage = 8.446 V
  peak ferroelectric field = 0.150 V/nm
  displacement = 23.984 uC/cm2
  window = 1.875 V
  window / ceiling = 0.938
  polarization part Ps/eI = 5.792 V/nm
  linear part eF Em/eI = 1.154 V/nm
  interlayer field = 6.946 V/nm = 69.5 MV/cm
  at zero stack voltage: interlayer field = 0.868 V/nm
  at zero stack voltage: ferroelectric field = -0.0868 V/nm
  at zero stack voltage: polarization = 5.300 uC/cm2
window ratio complete/limited = 1.828
barrier = 3.0 eV, mass = 0.5 me, kinetic energy = 0.2 eV
WKB exponent: limited 11.44, complete 3.61
transmission: limited 2.03e-05, complete 3.71e-02
transmission ratio complete/limited = 1.83e+03
narrow spread w = 0.002 V/nm: window/ceiling = 0.9974
triangular spread: largest window/ceiling = 0.9657
half switched, tI = 1 and 2 nm: windows 1.407, 1.407 V
largest formula-simulation window difference = 0.16 mV
```
